# Cell-relaxation energy of a tetragonal defect in a cubic supercell

A point defect is placed in a 64-atom supercell of a silicon-like crystal. The lattice vectors are kept at the values of the perfect crystal, and the atoms are relaxed until no force acts on them. The cell is still under stress: in the example worked below, the stress is about \(-1.1\) GPa along one cube axis and \(-0.15\) GPa along the other two, negative meaning compression. If the lattice vectors are now released, the cell changes volume and shape, and the energy falls. How large is this fall, which elastic constants control it, and does the relaxed cell describe an isolated defect better than the fixed one?

Let the supercell have volume \(V\) when the host is free of stress, and let \(\varepsilon\) be a homogeneous symmetric strain of its lattice vectors, measured from that state. The energy \(U(x,\varepsilon)\) depends on the strain and on the atomic displacements \(x\) left after the homogeneous part has been removed. Relaxing the atoms at given strain defines

\[
E(\varepsilon)=\min_x U(x,\varepsilon),\qquad \frac{\partial U}{\partial x}=0 .
\]

The elastic dipole tensor of the defect is minus the slope of this energy at zero strain,

\[
P_{ij}=-\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{\varepsilon=0},\qquad \sigma_{ij}=-\frac{P_{ij}}{V},
\]

where \(\sigma\) is the residual stress, positive in tension. A positive component of \(P\) means that the defect pushes outwards. The atoms move when the cell is strained, but this does not complicate the slope. By the chain rule,

\[
\frac{dE}{d\varepsilon}=\frac{\partial U}{\partial\varepsilon}+\frac{\partial U}{\partial x}\frac{dx}{d\varepsilon}=\frac{\partial U}{\partial\varepsilon},
\]

because the forces vanish. The stress of the relaxed fixed cell therefore gives \(P\) directly. The second derivative does contain the atomic response. Differentiating \(\partial U/\partial x=0\) along the relaxed path gives \(dx/d\varepsilon=-U_{xx}^{-1}U_{x\varepsilon}\), with subscripts denoting derivatives, and hence

\[
\frac{d^2E}{d\varepsilon^2}=U_{\varepsilon\varepsilon}-U_{\varepsilon x}U_{xx}^{-1}U_{x\varepsilon}.
\]

The elastic constants needed here are thus those with the atoms relaxed at each strain. In a large cell this second derivative is \(VC\), with \(C\) the elastic tensor of the host, plus a contribution of the defect that does not grow with \(V\). Dropping that contribution, and the terms of third order in strain, leaves

\[
E(\varepsilon)=E(0)-P:\varepsilon+\frac V2\,\varepsilon:C:\varepsilon ,
\]

where a colon denotes summation over a pair of indices.

Now let the defect have tetragonal symmetry about the cube axis \(z\), and let the shape of the supercell respect that symmetry. Then \(P=\mathrm{diag}(P_1,P_1,P_3)\). Define its mean and its anisotropy by

\[
p=\frac{2P_1+P_3}{3},\qquad d=P_3-P_1 .
\]

Since \(P_1=p-d/3\) and \(P_3=p+2d/3\), the tensor splits into a hydrostatic and a traceless part,

\[
P=p\,\mathbf 1+D,\qquad D=d\;\mathrm{diag}\left(-\tfrac13,-\tfrac13,\tfrac23\right).
\]

The strain is split in the same way, \(\varepsilon=e\,\mathbf 1+\eta\) with \(\mathrm{Tr}\,\eta=0\). To first order, \(e\) changes the volume and \(\eta\) changes the shape. The work term becomes

\[
P:\varepsilon=3pe+D:\eta ,
\]

because the mixed products \(p\,\mathrm{Tr}\,\eta\) and \(e\,\mathrm{Tr}\,D\) vanish.

For a cubic crystal the elastic energy is

\[
\begin{aligned}
W=\frac V2\big[&C_{11}(\varepsilon_{11}^2+\varepsilon_{22}^2+\varepsilon_{33}^2)\\
&+2C_{12}(\varepsilon_{11}\varepsilon_{22}+\varepsilon_{22}\varepsilon_{33}+\varepsilon_{33}\varepsilon_{11})\\
&+4C_{44}(\varepsilon_{12}^2+\varepsilon_{23}^2+\varepsilon_{31}^2)\big].
\end{aligned}
\]

The dipole has no off-diagonal component in these axes, so off-diagonal strain would cost energy and gain nothing; it is zero at the minimum. For diagonal \(\eta\), the sum of squares is

\[
\sum_i\varepsilon_{ii}^2=3e^2+2e\,\mathrm{Tr}\,\eta+\eta:\eta=3e^2+\eta:\eta .
\]

The square of the trace, \((3e)^2\), equals the sum of squares plus twice the sum of products of different components. Twice the sum of products is therefore \(9e^2-3e^2-\eta:\eta=6e^2-\eta:\eta\). Inserting both,

\[
\begin{aligned}
W&=\frac V2\left[C_{11}(3e^2+\eta:\eta)+C_{12}(6e^2-\eta:\eta)\right]\\
&=V\left[\frac92Be^2+\frac12(C_{11}-C_{12})\,\eta:\eta\right],
\end{aligned}
\]

with the bulk modulus \(B=(C_{11}+2C_{12})/3\). Neither the work nor the elastic energy couples \(e\) to \(\eta\), so the two can be minimised separately.

For the volume, the derivative of \(-3pe+\tfrac92BVe^2\) vanishes at

\[
e=\frac{p}{3BV},
\]

and the energy there is \(-p^2/(BV)+p^2/(2BV)=-p^2/(2BV)\). For the shape, completing the square gives

\[
\begin{aligned}
-D:\eta+\frac{V(C_{11}-C_{12})}{2}\,\eta:\eta
={}&\frac{V(C_{11}-C_{12})}{2}\left|\eta-\frac{D}{V(C_{11}-C_{12})}\right|^2\\
&-\frac{D:D}{2V(C_{11}-C_{12})},
\end{aligned}
\]

where \(|A|^2=A:A\). The minimum lies at \(\eta=D/[V(C_{11}-C_{12})]\), which is traceless as required. With \(D:D=d^2(1+1+4)/9=2d^2/3\), the total energy released by the cell, \(G=E(0)-E_{\min}\), is

\[
G=\frac{(2P_1+P_3)^2}{18BV}+\frac{(P_3-P_1)^2}{3(C_{11}-C_{12})V}.
\]

This is the leading term for large \(V\). In each part the work \(P:\varepsilon\) done by the dipole is twice the energy released, and half of that work is stored as elastic energy of the strained cell. Written with the residual stress, the same result is

\[
G=V\left[\frac{\sigma_m^2}{2B}+\frac{(\sigma_{33}-\sigma_{11})^2}{3(C_{11}-C_{12})}\right],\qquad \sigma_m=\frac{2\sigma_{11}+\sigma_{33}}3 ,
\]

so one fixed-cell calculation and the host's elastic constants suffice for an estimate.

If \(P_1=P_3\), only the bulk modulus matters. If \(2P_1+P_3=0\), the mean stress is zero and the volume stays unchanged to first order, yet energy is still released through the shape. The two terms are equal when

\[
\frac{|P_3-P_1|}{|2P_1+P_3|}=\sqrt{\frac{C_{11}-C_{12}}{6B}} .
\]

Both \(B\) and \(C_{11}-C_{12}\) must be positive for the host to be stable. As \(C_{11}-C_{12}\) approaches zero at fixed \(V\), the predicted shape change diverges, and the expansion to second order in strain fails before that point.

The appearance of \(C_{11}-C_{12}\) depends on the direction of the axis. Take a dipole with the same \(p\) and \(d\) but with its axis along \([111]\); this would be a trigonal defect. Its traceless part is \(d(n_in_j-\delta_{ij}/3)\) with \(n=(1,1,1)/\sqrt3\), which has zero diagonal and off-diagonal components \(d/3\). An equal off-diagonal strain \(s\) in all three planes gives the work \(6(d/3)s=2ds\) and the elastic energy \((V/2)\,4C_{44}\,3s^2=6C_{44}Vs^2\). The minimum is at \(s=d/(6C_{44}V)\), and the energy released through the shape, which replaces the second term of \(G\), is

\[
G_{111}=\frac{d^2}{6C_{44}V}.
\]

This agrees with the cube-axis result when \(2C_{44}=C_{11}-C_{12}\), the condition of elastic isotropy.

For a numerical case, take a diamond lattice with the Keating energy, in which bonds and bond angles act as springs:

\[
\begin{aligned}
U={}&\frac{3\alpha}{8b^2}\sum_{\text{bonds}}(r^2-b^2)^2\\
&+\frac{3\beta}{8b^2}\sum_{\text{pairs}}\left(\mathbf r_j\cdot\mathbf r_k+\frac{b^2}{3}\right)^2 .
\end{aligned}
\]

Here \(b\) is the bond length of the perfect crystal, and the second sum runs over pairs of bonds that share an atom. The lattice constant is 0.543 nm, with \(\alpha=48\) N/m and \(\beta=14\) N/m, rough values for silicon. Energy differences of the strained host give \(B=97.0\) GPa, \(C_{11}-C_{12}=103.1\) GPa and \(C_{44}=79.8\) GPa.

The defect is a model substitutional atom. Its four bonds prefer to be 6 % longer than the host's. The preferred cosine between two of its bonds is raised from \(-1/3\) by 0.20 for the two pairs that \(z\) bisects, and lowered by 0.10 for the other four pairs. This describes a tetrahedron stretched along \(z\). The angular springs at the defect are four times as stiff as in the host. The energy is not quadratic in the displacements, and the defect changes the local stiffness, so direct relaxation of this model can reveal errors of the formula.

In the 64-atom cell, \(V=1.281\) nm³, and the relaxed atoms give \(P_1=1.178\) eV and \(P_3=9.058\) eV. As a test of the slope argument, energies at strains of \(\pm0.01\) % with the atoms relaxed reproduce both components within 0.001 eV. The trace is 11.415 eV and the anisotropy 7.880 eV. With 1 GPa nm³ = 6.2415 eV, the two terms are

\[
\frac{(11.415\ \text{eV})^2}{18\times97.0\times1.281\times6.2415\ \text{eV}}=9.3\ \text{meV},
\]

\[
\frac{(7.880\ \text{eV})^2}{3\times103.1\times1.281\times6.2415\ \text{eV}}=25.1\ \text{meV}.
\]

Their sum is 34.4 meV. Direct relaxation of atoms and cell together releases 34.0 meV. The shape term is the larger although the trace exceeds the anisotropy. The ratio \(7.880/11.415=0.69\) lies above the value at which the terms are equal, \(\sqrt{103.1/(6\times97.0)}=0.42\). With the same \(p\) and \(d\) but a \([111]\) axis, the shape term would be 16.2 meV instead of 25.1 meV.

The separation can be tested by releasing only part of the strain. In the 512-atom cell, relaxing the volume at fixed shape releases 1.16 meV, and relaxing only the traceless strain releases 3.02 meV; the formula gives 1.16 and 3.03 meV. A volume-only relaxation thus recovers little more than a quarter of the full 4.18 meV for this defect.

The strain of the fully relaxed 512-atom cell is 0.098 % along \(z\) and \(-0.019\) % along \(x\) and \(y\). The cell contracts sideways although \(P_1\) is positive. From the minimum found above,

\[
\varepsilon_{11}=\frac1{3V}\left(\frac pB-\frac d{C_{11}-C_{12}}\right),
\]

which is negative here because the sideways contraction that accompanies the stretching along \(z\) outweighs the general expansion.

The formula exceeds the direct result by 1.41 %, 0.40 % and 0.17 % of the latter for 64, 216 and 512 atoms. Multiplied by the number of atoms, these errors are nearly constant, so they fall as \(1/V\). This follows from the two neglected terms. In a one-component notation, let the defect add \(K\varepsilon^2/2\) to the energy, and let the host add a cubic term \(VT\varepsilon^3/6\). Evaluated at the leading-order strain \(\varepsilon=P/(CV)\), they are

\[
\frac{KP^2}{2C^2V^2}\qquad\text{and}\qquad\frac{TP^3}{6C^3V^2}.
\]

Relative to \(G=P^2/(2CV)\) they are \(K/(CV)\) and \(TP/(3C^2V)\), both proportional to \(1/V\). Evaluated separately in the model, from the energies of the defect cell and the host at plus and minus the predicted strain, the defect stiffness gives 0.56 % and the cubic term of the host 0.86 % in the 64-atom cell, together 1.42 %. This division belongs to the spring model.

The formula gives the energy released by the cell, which is not the whole finite-size error. The defect also interacts with its periodic images. At distance \(r\) a force dipole of size \(P\) produces, by dimensional analysis of linear elasticity, a strain of order \(P/(Cr^3)\). At the image distance \(L\) the interaction energy is therefore of order \(P^2/(CL^3)\), the same power of \(V\) as \(G\). Relaxing the cell does not remove this interaction in general.

An estimate of the isolated limit comes from extrapolating the energies of the 216- and 512-atom cells linearly in \(1/V\). The fixed and the relaxed cells give 0.65265 and 0.65267 eV, a difference of 0.02 meV. This is the distortion energy of the spring model and not a formation energy. Measured from that limit, the 64-atom cell is 25.4 meV too high when fixed and 8.6 meV too low when relaxed. At this size, relaxation reduces the error to a third and reverses its sign; in the two larger cells it leaves a little less than half of the fixed-cell error, again with reversed sign. The exact fraction there is sensitive to the extrapolated limit, because the errors are only a few meV. Cells of up to 4096 atoms raise the limit by about 0.1 meV, to 0.65275 eV; the 64-atom errors then become 25.3 and 8.6 meV, and the fractions for 216 and 512 atoms change from 0.42 to 0.44 and 0.47. These ratios belong to this defect and this cell shape. The linear law itself would predict \(2.96\times512/64=23.7\) meV for the fixed 64-atom cell (about 22.8 meV with the higher limit), so terms beyond \(1/V\) are visible at that size. Neither boundary condition alone gives meV accuracy for this defect in 64 atoms.

The relaxed cell also has a physical meaning of its own: it describes a periodic array of defects that all share one axis. Suppose instead that a larger cell of volume \(V'\) holds three such defects, one along each cube axis. If their interactions are neglected, their dipoles add to \(3p\,\mathbf 1\). The traceless parts cancel, and the energy released is \(9p^2/(2BV')\), with no shape term. A dilute crystal with the three orientations equally populated likewise has no average tetragonal strain.

A further error arises when the starting cell is not the stress-free host. Let its lattice constant be wrong by the fraction \(\delta\), so that \(\varepsilon=\delta\,\mathbf 1\) at the start. The energy there is \(E(0)-3p\delta+\tfrac92BV\delta^2\), and full relaxation releases

\[
G_\delta=G-3p\delta+\frac92BV\delta^2 .
\]

For \(\delta=-0.1\) % the last two terms are 11.4 and 3.5 meV in the 64-atom cell, and 11.4 and 27.9 meV in the 512-atom cell. Direct relaxation from the compressed 512-atom cell releases 43.45 meV, and the formula gives 43.49 meV. The last term grows with the cell and belongs to the host. It cancels if the defect energy at fixed cell is referred to a perfect crystal with the same wrong lattice constant. It does not cancel if the defect cell is fully relaxed while the reference stays compressed. The middle term survives a consistent subtraction at fixed cell and does not shrink with size: it is the first-order change of the defect's energy caused by compressing the crystal.

The same coupling acts in a strained device layer. For a defect with its axis along cube direction \(a\), the linear energy in an imposed diagonal strain is

\[
-P:\varepsilon=-p\,\mathrm{Tr}\,\varepsilon-d\left(\varepsilon_{aa}-\tfrac13\mathrm{Tr}\,\varepsilon\right).
\]

Two orientations \(a\) and \(b\) therefore differ in energy by \(-d(\varepsilon_{aa}-\varepsilon_{bb})\). With \(d=7.7\) eV, a difference of 0.1 % between the two strains separates them by 7.7 meV, and the orientation whose axis lies along the more extended direction is the lower.

The host parameters are close to those of silicon, whose \(C_{11}\), \(C_{12}\) and \(C_{44}\) are roughly 166, 64 and 80 GPa; the model has 166, 63 and 80 GPa. The neutral vacancy in silicon is a real centre whose Jahn–Teller distortion has tetragonal symmetry, but the dipole used here was not calculated for it or for any particular impurity. An actual defect needs its own electronic-structure calculation of \(P\), and the spring model omits charge, changes of bonding and the electronic interaction between images. Process temperature breaks the assumption of static elastic constants. If all of them soften by a rough \(10^{-4}\) per kelvin, they are 10 % lower at 1000 K, and at fixed \(P\) the 34.0 meV released by the 64-atom cell would rise by 3.8 meV. But \(P\) need not stay fixed. If every spring of the model, including those at the defect, softens by the same 10 %, all energies and \(P\) itself shrink by 10 %, and the energy released falls by 3.4 meV instead. If only the springs of the host soften, \(P\) still changes, and the energy released falls by 1.0 meV. Even the sign of the change thus depends on how the defect responds to temperature. In this example each of these changes is less than the 8.6 meV size error left after relaxation, and less than the 11.4 meV caused by a lattice constant wrong by 0.1 %. The numerical output below lists the values for all three cell sizes.

## Computed results

```
Host lattice constant (rough silicon): 0.543 nm
Stretching, bending constants: 48, 14 N/m
Centre: preferred bond excess 6 %, cosine shift 0.20, angle stiffness x 4
B, C11-C12: 97.0, 103.1 GPa
C11, C12, C44: 165.7, 62.6, 79.8 GPa
--- 64 atoms, V = 1.281 nm^3
  P1, P3: 1.178, 9.058 eV
  trace P, P3-P1: 11.415, 7.880 eV
  residual stress xx, zz: -0.147, -1.133 GPa
  formula hydrostatic, deviatoric, sum: 9.34, 25.11, 34.44 meV
  direct cell-relaxation energy: 33.97 meV
  formula error: 1.41 %
  energy fixed cell, relaxed cell: 0.67807, 0.64411 eV
--- 216 atoms, V = 4.323 nm^3
  P1, P3: 1.207, 8.975 eV
  trace P, P3-P1: 11.388, 7.768 eV
  residual stress xx, zz: -0.045, -0.333 GPa
  formula hydrostatic, deviatoric, sum: 2.75, 7.23, 9.98 meV
  direct cell-relaxation energy: 9.94 meV
  formula error: 0.40 %
  energy fixed cell, relaxed cell: 0.65966, 0.64972 eV
--- 512 atoms, V = 10.247 nm^3
  P1, P3: 1.214, 8.956 eV
  trace P, P3-P1: 11.385, 7.742 eV
  residual stress xx, zz: -0.019, -0.140 GPa
  formula hydrostatic, deviatoric, sum: 1.16, 3.03, 4.19 meV
  direct cell-relaxation energy: 4.18 meV
  formula error: 0.17 %
  energy fixed cell, relaxed cell: 0.65561, 0.65142 eV
--- separation, 512 atoms
  direct volume-only, traceless-only: 1.161, 3.021 meV
  strain xx, zz from formula: -0.0187, 0.0986 %
  strain xx, zz direct: -0.0186, 0.0984 %
Deviatoric term if axis were [111], 64 atoms: 16.21 meV
--- what the formula leaves out
Isolated limit from fixed, relaxed cells: 0.65265, 0.65267 eV
  64 atoms, size error fixed, relaxed cell: 25.42, -8.56 meV
  216 atoms, size error fixed, relaxed cell: 7.01, -2.95 meV
  512 atoms, size error fixed, relaxed cell: 2.96, -1.24 meV
Lattice-constant error considered: -0.1 %
  64 atoms: cross term, host term: 11.41, 3.49 meV
  64 atoms: released energy formula, direct: 49.35, 48.86 meV
  512 atoms: cross term, host term: 11.38, 27.91 meV
  512 atoms: released energy formula, direct: 43.49, 43.45 meV
Rough softening 1e-04 per K at 1000 K, 64 atoms: +3.77 meV
```
